# Energy Series of the Quartic Oscillator from Hypervirial and Hellmann-Feynman Relations

## What fails at high order

Suppose the ninth perturbation coefficient of an anharmonic oscillator is wanted, and a program is at hand that gives the energy $E(\lambda)$ at any coupling $\lambda$. The obvious route is to compute $E$ at $\lambda=0,h,2h,\dots,kh$ and to form the $k$-th difference divided by $k!\,h^k$. Two errors then compete.

The first is truncation. The divided difference of $\lambda^{k+1}$ equals the sum of the nodes, because $\lambda^{k+1}-\prod_j(\lambda-jh)$ agrees with $\lambda^{k+1}$ at every node and is a polynomial of degree $k$ whose leading coefficient is $\sum_j jh=hk(k+1)/2$. The next coefficient $E_{k+1}$ therefore contaminates $E_k$ with a leading relative error $\tfrac12k(k+1)h\,|E_{k+1}/E_k|$. The second error is rounding. The difference has binomial weights whose magnitudes sum to $2^k$, so an error $\varepsilon$ in each energy can grow to $2^k\varepsilon/(k!\,h^k)$.

For the ground state of the quartic oscillator treated below, $|E_9|\approx8.34\times10^8$ and $|E_{10}/E_9|\approx29.4$. A truncation error of one percent at $k=9$ requires $h\approx0.01/(45\times29.4)\approx7.6\times10^{-6}$. To keep the worst-case rounding error at one percent as well, the energies must be accurate to about $5\times10^{-37}$. Double precision is hopeless here.

Perturbation theory with explicit wavefunctions avoids the differences, but it must build and store a growing expansion at each order, although only energies are wanted. The recursion derived here replaces that expansion by a triangular table of moments of $x$.

## The model and the meaning of the series

Take $\hbar=m=\omega=1$, so that energies are in $\hbar\omega$ and lengths in $\sqrt{\hbar/m\omega}$. The Hamiltonian is

$$H=\frac{p^2}{2}+V,\qquad V=\frac{x^2}{2}+\lambda x^4 .$$

For level $n$ define

$$E=\sum_{k\ge0}E_k\lambda^k,\qquad X_m=\langle x^{2m}\rangle=\sum_{k\ge0}X_m^{(k)}\lambda^k,\qquad E_0=n+\tfrac12 .$$

These are formal power series: an equation between them means equality of the coefficients of each power of $\lambda$. Convergence is not assumed.

The coefficients exist. Write $H_0$ for $H$ at $\lambda=0$, and $\psi=\sum_k\psi^{(k)}\lambda^k$. The Schrödinger equation at order $k\ge1$ is

$$(H_0-E_0)\psi^{(k)}=-x^4\psi^{(k-1)}+\sum_{i=1}^{k}E_i\psi^{(k-i)} .$$

The left side has no component along $\psi^{(0)}$, and this fixes $E_k$. Along any other oscillator state $j$, the equation is solved by dividing by $j-n\neq0$. Since $x^4$ connects $j$ only to states between $j-4$ and $j+4$, each $\psi^{(k)}$ is a finite sum of oscillator states, that is, a real polynomial times $e^{-x^2/2}$. All moments are therefore finite, and boundary terms in partial integrations vanish.

Expectation values are defined by $\langle A\rangle=\int\psi A\psi\,dx\big/\int\psi^2dx$. The quotient is a well-defined formal series because the denominator starts with a nonzero constant. In particular $X_0=1$, so $X_0^{(0)}=1$ and $X_0^{(k)}=0$ for $k\ge1$.

The wavefunction serves in this way to justify the identities. The algorithm never computes it.

## The hypervirial relation

The Schrödinger equation $-\tfrac12\psi''+V\psi=E\psi$ can be written

$$\psi''=W\psi,\qquad W=2(V-E).$$

Let $\rho=\psi^2$. Differentiating three times and replacing $\psi''$ by $W\psi$ each time it appears gives

$$\rho'=2\psi\psi',$$

$$\rho''=2\psi'^2+2\psi\psi''=2\psi'^2+2W\rho,$$

$$\rho'''=4\psi'\psi''+2W'\rho+2W\rho' .$$

The first term of the last line is $4W\psi\psi'=2W\rho'$. Hence

$$\rho'''=4W\rho'+2W'\rho .$$

This equation contains the density alone. Multiply it by a polynomial $f(x)$ and integrate. Three partial integrations on the left give three minus signs, and one on the right gives one:

$$-\int f'''\rho\,dx=-4\int(f'W+fW')\rho\,dx+2\int fW'\rho\,dx .$$

The two terms in $fW'$ combine to $-2\int fW'\rho\,dx$. Changing all signs, inserting $W=2(V-E)$ and $W'=2V'$, and dividing by the norm yields

$$\langle f'''\rangle=8\langle f'(V-E)\rangle+4\langle fV'\rangle .$$

Division by four and rearrangement give the hypervirial relation

$$2E\langle f'\rangle=2\langle Vf'\rangle+\langle V'f\rangle-\tfrac14\langle f'''\rangle .$$

For $f=x$ it reads $2E=2\langle V\rangle+\langle xV'\rangle$. Since $E-\langle V\rangle$ is the mean kinetic energy $\langle T\rangle$, this is the virial theorem $2\langle T\rangle=\langle xV'\rangle$. Higher powers of $x$ give further balance conditions. The term in $f'''$ is the quantum correction: with $\hbar$ restored it carries a factor $\hbar^2$.

Now choose $f=x^{2m+1}$. The three pieces on the right are

$$2Vf'=(2m+1)x^{2m+2}+2(2m+1)\lambda x^{2m+4},$$

$$V'f=x^{2m+2}+4\lambda x^{2m+4},$$

$$\tfrac14f'''=\tfrac14(2m+1)(2m)(2m-1)x^{2m-2}=\tfrac m2(4m^2-1)x^{2m-2}.$$

Adding the first two and subtracting the third gives

$$2(2m+1)E\,X_m=(2m+2)X_{m+1}+(4m+6)\lambda X_{m+2}-\tfrac m2(4m^2-1)X_{m-1}.$$

For $m=0$ the last term has a zero factor and is absent.

## Why a second identity is needed

At order $\lambda^k$ with $k\ge1$, the case $m=0$ is

$$X_1^{(k)}=E_k-3X_2^{(k-1)} .$$

The moment relation expresses new moments through the energy coefficient of the same order, but it does not supply that coefficient. The Hellmann-Feynman theorem does. Differentiate $(H-E)\psi=0$ with respect to $\lambda$:

$$\left(x^4-\frac{dE}{d\lambda}\right)\psi+(H-E)\frac{\partial\psi}{\partial\lambda}=0 .$$

Multiply by $\psi$ and integrate. In the second term $H-E$ can be moved onto $\psi$ by partial integration, where it gives zero. What remains, after division by the norm, is

$$\frac{dE}{d\lambda}=\langle x^4\rangle=X_2,\qquad\text{so}\qquad (k+1)E_{k+1}=X_2^{(k)} .$$

The moments at order $k$ thus deliver the energy at order $k+1$. Inserting $X_2^{(k-1)}=kE_k$ in the case $m=0$ above also gives a quick check on a table of moments: $X_1^{(k)}=(1-3k)E_k$.

## The recursion and its cost

Collect the coefficient of $\lambda^k$ in the moment relation. The product $EX_m$ becomes a convolution, and the explicit factor $\lambda$ lowers the order of $X_{m+2}$ by one. Solving for $X_{m+1}^{(k)}$ and multiplying numerator and denominator by two gives

$$X_{m+1}^{(k)}=\frac{4(2m+1)S_m^{(k)}+m(4m^2-1)X_{m-1}^{(k)}-(8m+12)X_{m+2}^{(k-1)}}{4m+4},$$

$$S_m^{(k)}=\sum_{i=0}^{k}E_iX_m^{(k-i)} .$$

Terms with a negative order are zero. To obtain $E_1,\dots,E_K$:

1. Set $E_0=n+\tfrac12$.
2. For $k=0,1,\dots,K-1$, set $X_0^{(k)}$ to one if $k=0$ and to zero otherwise.
3. In the same row, compute $X_{m+1}^{(k)}$ for $m=0,1,\dots,K-k$.
4. Set $E_{k+1}=X_2^{(k)}/(k+1)$ and go to the next row.

Row $k$ ends at moment index $K-k+1$. Its last entry needs the entry with index $K-k+2$ in the previous row, which is where that row ends. Nothing outside the triangle is requested.

Each entry of row $k$ needs $k+1$ products in its convolution, and there are $K-k+1$ entries to compute. With $j=k+1$ the total is

$$\sum_{j=1}^{K}j(K+2-j)=\frac{K(K+1)(K+2)}2-\frac{K(K+1)(2K+1)}6=\frac{K(K+1)(K+5)}6 .$$

For $K=100$ this is 176750 products. The count grows as $K^3/6$ and the storage as $K^2/2$ numbers. This is a saving of a constant factor, not of a power of $K$: the ground-state $\psi^{(k)}$ has about $2k$ polynomial coefficients, so a direct recursion for the wavefunction stores about $K^2$ numbers and needs about $K^3/3$ products. In exact arithmetic the numbers themselves lengthen: the numerator of $E_{100}$ has 264 digits.

The input $E_0$ is rational, and the recursion uses only sums, products and divisions by nonzero integers. Every $E_k$ is therefore rational.

## The first three coefficients by hand

Take $n=0$ and $K=3$. In row $k=0$ the convolution is $\tfrac12X_m^{(0)}$:

$$X_1^{(0)}=\frac{4\cdot\frac12}{4}=\frac12,\qquad X_2^{(0)}=\frac{12\cdot\frac14+3}{8}=\frac34,$$

$$X_3^{(0)}=\frac{20\cdot\frac38+30\cdot\frac12}{12}=\frac{15}8,\qquad X_4^{(0)}=\frac{28\cdot\frac{15}{16}+105\cdot\frac34}{16}=\frac{105}{16}.$$

Hence $E_1=X_2^{(0)}=\tfrac34$. Row $k=1$ has three entries:

$$X_1^{(1)}=\frac{4\cdot\frac34-12\cdot\frac34}{4}=-\frac32,$$

$$X_2^{(1)}=\frac{12\left(-\frac34+\frac38\right)-20\cdot\frac{15}8}{8}=\frac{-\frac92-\frac{75}2}{8}=-\frac{21}4,$$

$$X_3^{(1)}=\frac{20\left(-\frac{21}8+\frac9{16}\right)+30\left(-\frac32\right)-28\cdot\frac{105}{16}}{12}=-\frac{45}2 .$$

Hence $E_2=\tfrac12X_2^{(1)}=-\tfrac{21}8$. The last row is

$$X_1^{(2)}=\frac{4\left(-\frac{21}8\right)+12\cdot\frac{21}4}{4}=\frac{105}8,$$

$$X_2^{(2)}=\frac{12\left(\frac{105}{16}-\frac98-\frac{21}{16}\right)+20\cdot\frac{45}2}{8}=\frac{\frac{99}2+450}{8}=\frac{999}{16},$$

so $E_3=\tfrac13X_2^{(2)}=\tfrac{333}{16}$. The negative first-order moments have a direct meaning: the quartic wall squeezes the density towards the origin. The check $X_1^{(k)}=(1-3k)E_k$ gives $-2\cdot\tfrac34=-\tfrac32$ and $-5\cdot(-\tfrac{21}8)=\tfrac{105}8$, as found.

## All levels at once, and an undetected error

The number $E_0$ may be left as a symbol. Row zero then gives $X_1^{(0)}=E_0$ and

$$E_1=X_2^{(0)}=\frac{12E_0^2+3}{8}=\frac32E_0^2+\frac38 .$$

The next order gives

$$E_2=-\frac{17}4E_0^3-\frac{67}{16}E_0 .$$

For a highly excited level the ratio of the second-order to the first-order term tends to $-\tfrac{17}6\lambda E_0$. The relevant parameter is then $\lambda E_0$ rather than $\lambda$, because a higher level reaches further out, where the quartic term is larger. A coupling that is small for the ground state need not be small for an excited state.

The symbolic form also exposes a limitation. The recursion accepts $E_0=0.7$ and returns coefficients without complaint, although no oscillator level has that energy. The two identities do not contain the quantization condition; in the recursion it enters through $E_0$ alone. A condition outside the recursion can expose the error. Since $\rho\ge0$, the mean square of any real polynomial in $x^2$ is nonnegative, so the matrix with entries $X_{i+j}^{(0)}$, $i,j=0,\dots,3$, cannot have a negative determinant; for $E_0=0.7$ it does.

## Error analysis

**Coefficient error.** Exact arithmetic leaves no rounding error in the coefficients. Running the same recursion in double precision gives relative errors of about $2\times10^{-16}$ at orders 20, 60 and 100, so no harmful accumulation is seen there. In the hand calculation terms of opposite sign do meet, but their sum stays comparable with the terms themselves. That this persists at high order is a plausible explanation, not one established here.

If every coefficient has relative error at most $\delta$, a partial sum up to order $N$ changes by at most $\delta\sum_{k\le N}|E_k|\lambda^k$. With $\delta=10^{-16}$, $\lambda=0.02$ and $N=16$ this bound is about $5\times10^{-17}$, far below the truncation error found below, so rounding of the coefficients is not what limits the direct sum at that coupling. This does not extend to arbitrarily small coupling: the bound stays near $\delta E_0$, while the smallest term of the series falls rapidly as $\lambda$ decreases and is already about $2\times10^{-21}$ at $\lambda=0.007$. One gain of rational arithmetic is that coefficients can be compared for equality, with no tolerance. Another appears when the series is resummed instead of summed directly: at $\lambda=0.2$ the $[30/30]$ Padé approximant, a ratio of two polynomials of degree 30 matched to $E_0,\dots,E_{60}$, has an error of about $7\times10^{-12}$ with high-precision coefficients and about $2\times10^{-9}$ with coefficients rounded to double precision. Double precision also has a range limit: $E_{100}\approx-2.08\times10^{204}$, and further growth eventually causes overflow.

**Truncation error.** The computed ground-state coefficients alternate in sign from $E_1$ to $E_{100}$. The ratio $|E_k/E_{k-1}|$ divided by $3(k-\tfrac12)$ is 1.0304 at $k=10$, 1.0046 at $k=20$ and 1.0001 at $k=100$. If this growth continues, the ratio test gives zero radius of convergence. The numbers are evidence for that, not a proof. Physically it is no surprise: for any negative $\lambda$ the potential is unbounded below, so the point $\lambda=0$ borders a region with no bound ground state. The formal coefficients are unchanged there, but they have no stable level to describe.

With this growth, successive terms have the ratio

$$\left|\frac{E_k\lambda^k}{E_{k-1}\lambda^{k-1}}\right|\approx3\lambda\left(k-\tfrac12\right).$$

The terms shrink until $k\approx1/(3\lambda)+\tfrac12$ and grow afterwards. A practical rule is to stop just before the smallest term. At $\lambda=0.02$ the estimate puts the smallest term near $k=17$, which suggests truncation at order 16.

The first sums are $0.5+0.75\times0.02=0.515$ and $0.515-2.625\times0.0004=0.51395$. Diagonalization in a large oscillator basis gives $E=0.51408642732$ as reference. The absolute errors, in $\hbar\omega$, are:

| order | partial sum | error |
|---:|---:|---:|
| 2 | 0.51395000 | $1.4\times10^{-4}$ |
| 4 | 0.51407789 | $8.5\times10^{-6}$ |
| 8 | 0.51408615 | $2.7\times10^{-7}$ |
| 16 | 0.51408640 | $2.9\times10^{-8}$ |
| 20 | 0.51408638 | $4.4\times10^{-8}$ |
| 40 | 0.50893774 | $5.1\times10^{-3}$ |

Order 16 is the best of orders 0 to 40, as the estimate suggested. Its error is about $2\times10^{-6}$ of the energy shift $E-E_0$. At order 40 the sum is worse than at order 1, where the error is $9.1\times10^{-4}$, although all its coefficients are exact.

At $\lambda=0.2$ the terms of orders 1, 2 and 3 are $0.15$, $-0.105$ and about $0.167$. The smallest is the second, so the rule says to stop at order 1. The sum is then $0.65$, against a diagonalized energy of $0.60241$. The error of $0.048$ is 46 percent of the shift, and no other order up to 40 does better. Direct summation is of little use at this coupling, whatever the precision of the coefficients.

**Estimating the error without a reference.** At both couplings, and for each order from 0 to 40, the error was tested to lie below the magnitude of the first omitted term, with an allowance of $10^{-11}$ for rounding in the reference. At $\lambda=0.02$ and order 2, for example, the omitted term is $\tfrac{333}{16}\times0.02^3\approx1.7\times10^{-4}$, and the error is $1.4\times10^{-4}$. For these cases the next coefficient therefore gives a usable error estimate. No general bound has been derived here.

The numerical check also compares the coefficients of five levels through order 12, as exact fractions, with perturbation theory that does build the wavefunctions. It tests the two identities separately by diagonalization at $\lambda=0.5$, where no expansion in $\lambda$ is involved.

## Computed values

```
Ground-state moments X_m^(k), m = 1, 2, ... (oscillator units)
 k=0: 1/2, 3/4, 15/8, 105/16
 k=1: -3/2, -21/4, -45/2
 k=2: 105/8, 999/16
Ground-state coefficients E_k (hbar*omega)
 E_0 = 1/2
 E_1 = 3/4
 E_2 = -21/8
 E_3 = 333/16
 E_4 = -30885/128
 E_5 = 916731/256
 E_6 = -65518401/1024
 E_7 = 2723294673/2048
 E_8 = -1030495099053/32768
 E_9 = 54626982511455/65536
 E_10 = -6417007431590595/262144
Polynomials in E0 = n + 1/2 (hbar*omega)
 E_1 = 3*E0**2/2 + 3/8
 E_2 = -17*E0**3/4 - 67*E0/16
 E_3 = 375*E0**4/16 + 1707*E0**2/32 + 1539/256
 E_4 = -10689*E0**5/64 - 89165*E0**3/128 - 305141*E0/1024
E_100 = -2.08487545e+204 hbar*omega
digits in numerator of E_100: 264
all denominators to order 100 are powers of 2: True
series products for order 100: 176750
|E_k/E_(k-1)|/(3(k-1/2)), k=10: 1.030435
|E_k/E_(k-1)|/(3(k-1/2)), k=20: 1.004632
|E_k/E_(k-1)|/(3(k-1/2)), k=50: 1.000591
|E_k/E_(k-1)|/(3(k-1/2)), k=100: 1.000139
relative error of float recursion, k=20: 2.2e-16
relative error of float recursion, k=60: 1.7e-16
relative error of float recursion, k=100: 2.0e-16
lam=0.5: largest relative hypervirial residual 4.3e-13
lam=0.5: dE/dlam 0.2602414, <x^4> 0.2602414
lam=0.02: diagonalized E = 0.51408642732 hbar*omega
 best order 16, error 2.87e-08 hbar*omega
 order 1: sum 0.51500000000, error 9.14e-04
 order 2: sum 0.51395000000, error 1.36e-04
 order 4: sum 0.51407789375, error 8.53e-06
 order 8: sum 0.51408615497, error 2.72e-07
 order 12: sum 0.51408637912, error 4.82e-08
 order 16: sum 0.51408639859, error 2.87e-08
 order 20: sum 0.51408638326, error 4.41e-08
 order 30: sum 0.51408355528, error 2.87e-06
 order 40: sum 0.50893774113, error 5.15e-03
lam=0.2: diagonalized E = 0.60240516369 hbar*omega
 best order 1, error 4.76e-02 hbar*omega
```
